# Why a heavily boron-doped silicon layer is not an absolute etch stop

A heavily boron-doped silicon layer slows an alkaline etchant, often by a factor of hundreds, but it does not bring the etch rate to zero. Seidel's empirical rate law says

\[
R(C)=\frac{R_i}{\left[1+(C/C_0)^a\right]^{4/a}},\qquad
R\to R_i\left(\frac{C_0}{C}\right)^4\quad (C\gg C_0).
\]

Here \(R_i\) is the etch rate of undoped silicon, \(C\) the boron concentration, \(C_0\) the concentration at which the rate begins to fall steeply (the knee), and \(a>0\) a number that sets how sharp the knee is. The rate is positive at every finite \(C\), so a layer of finite thickness is etched through in finite time. In the example below, a membrane that seems to stop the etchant is pierced after about 14 hours.

The etchant, its temperature and the crystal face are held fixed, no bias is applied, and all the boron is taken to be electrically active. The rate is assumed to depend on the boron concentration at the etched surface alone.

## Why the belief tempts

The belief is that above some critical boron concentration the etching stops, so that overetching costs nothing. It has a sound practical core. A wafer can be etched from the back until the front meets a doped layer, and a membrane remains whose thickness is nearly the same everywhere, although the wafer's thickness was not.

A graph with a linear rate axis strengthens the impression. Take rough typical values for silicon in dilute hot KOH: \(R_i=1\) µm/min, \(C_0=3\times10^{19}\) cm⁻³ and \(a=4\). At \(C=10^{20}\) cm⁻³ the law gives 8.0 nm/min, which is 0.8 % of the undoped rate. On such a graph the curve can hardly be told from the axis. It has not reached it.

## What the law says below and above the knee

Write \(x=C/C_0\). For \(x\ll1\), the expansion \((1+y)^{-4/a}\simeq1-(4/a)y\) with \(y=x^a\) gives

\[
R\simeq R_i\left(1-\frac{4}{a}x^a\right),
\]

so light doping hardly matters when the knee is sharp: at \(x=0.1\) the rate has fallen by 2 % for \(a=2\), but by 32 % for \(a=1\). At the knee, \(x=1\) and \(R=2^{-4/a}R_i\). This is half the undoped rate for \(a=4\) and a quarter for \(a=2\). Reaching \(C_0\) is therefore far from stopping the etch.

Above the knee, take \(x^a\) out of the bracket:

\[
(1+x^a)^{4/a}=\left[x^a(1+x^{-a})\right]^{4/a}
=x^4(1+x^{-a})^{4/a}.
\]

Hence

\[
R=R_i\,x^{-4}(1+x^{-a})^{-4/a}.
\]

The last factor tends to one as \(x\) grows, which leaves the inverse fourth power for any \(a\). The pure power law overestimates the full law by the relative amount \((1+x^{-a})^{4/a}-1\). At \(C=1.5\times10^{20}\) cm⁻³, where \(x=5\), this is 0.16 % for \(a=4\) and 8.2 % for \(a=2\).

The approach to the fourth power can also be read from the local slope. Since \(\ln R=\ln R_i-(4/a)\ln(1+x^a)\) and \(d(x^a)/d\ln x=a\,x^a\),

\[
-\frac{d\ln R}{d\ln C}
=\frac{4}{a}\,\frac{a\,x^a}{1+x^a}
=\frac{4x^a}{1+x^a}<4.
\]

The slope rises towards 4 from below. A power law has no threshold at which the rate vanishes: doubling the concentration far above the knee divides the rate by 16, and leaves a rate.

The same point appears when a selectivity \(S=R_i/R>1\) is demanded. From \(S=(1+x^a)^{4/a}\), raising both sides to the power \(a/4\) and solving for \(C\) gives

\[
C=C_0\left(S^{a/4}-1\right)^{1/a}.
\]

For \(a=4\), a selectivity of 100 needs \(9.5\times10^{19}\) cm⁻³ and one of 1000 needs \(1.7\times10^{20}\) cm⁻³. Infinite selectivity would need infinite concentration, but boron has a limited solubility in silicon. At a rough limit of \(3\times10^{20}\) cm⁻³ the law still gives 0.10 nm/min, which removes 1 µm in about 10,000 minutes, or a week.

## How long a doped layer lasts

Let \(z\) be the thickness of silicon left between the etched surface and the front face of the wafer. Etching reduces it:

\[
\frac{dz}{dt}=-R(C(z)).
\]

Separating the variables gives the time to go from \(z_0\) to the front face,

\[
T=\int_0^{z_0}\frac{dz}{R(C(z))}.
\]

If the concentration nowhere exceeds \(C_{\max}\), then \(R\ge R(C_{\max})>0\), and so \(T\le z_0/R(C_{\max})\). This is finite for any doping profile of finite concentration.

For boron diffused in from the front face, take the Gaussian profile \(C(z)=C_s e^{-z^2/L^2}\). With \(a=4\), \(1/R=(1+x^4)/R_i\), so that

\[
R_iT=z_0+\left(\frac{C_s}{C_0}\right)^4\int_0^{z_0}e^{-4z^2/L^2}\,dz.
\]

Put \(u=2z/L\), so that \(dz=(L/2)\,du\), and use \(\int_0^U e^{-u^2}du=(\sqrt\pi/2)\,\mathrm{erf}(U)\):

\[
R_iT=z_0+\frac{\sqrt\pi}{4}L\left(\frac{C_s}{C_0}\right)^4
\mathrm{erf}\!\left(\frac{2z_0}{L}\right).
\]

The second term is a length. The boron delays the etchant as much as that extra thickness of undoped silicon would.

Take \(C_s=1.5\times10^{20}\) cm⁻³, \(L=3\) µm and \(z_0=10\) µm. The error function is then one to the accuracy used here, and the extra thickness is

\[
0.4431\times3\times5^4\ \text{µm}=831\ \text{µm}.
\]

At 1 µm/min the layer is pierced after \(10+831=841\) min, or 14.0 h.

A softer knee does not change the conclusion. For \(a=2\), \(1/R=(1+x^2)^2/R_i=(1+2x^2+x^4)/R_i\). The new middle term adds \(2(C_s/C_0)^2\,L\sqrt\pi/(2\sqrt2)=94\) µm, and the time becomes 935 min, or 15.6 h. For \(a=1\) it becomes 1944 min, more than twice as long as for \(a=4\) but still finite.

## What overetching costs, and what it buys

Stopping the integral at a remaining thickness \(z\) gives the elapsed time for \(a=4\):

\[
R_it=(z_0-z)+\frac{\sqrt\pi}{4}L\left(\frac{C_s}{C_0}\right)^4
\left[\mathrm{erf}\!\left(\frac{2z_0}{L}\right)-\mathrm{erf}\!\left(\frac{2z}{L}\right)\right].
\]

After 60 min the solution is \(z=1.98\) µm: about 8 min went on the first term and 52 min on the second. The surface now lies at \(C=9.7\times10^{19}\) cm⁻³ and recedes at 9.0 nm/min. After 240 min, \(z=1.15\) µm. Three more hours in the bath have removed 0.83 µm, about 40 % of the membrane. Its thickness is thus set by doping and time together.

The layer is useful all the same. Suppose that another part of the wafer was 10 µm thicker. Its surface arrives later by \(\tau=10\) min, the time needed to remove 10 µm of practically undoped silicon. The rate equation does not contain the time explicitly, so the thick part repeats the history of the thin part with this constant lag: \(z_{\rm thick}(t)=z_{\rm thin}(t-\tau)\). Therefore

\[
z_{\rm thick}(t)-z_{\rm thin}(t)=\int_{t-\tau}^{t}R\big(C(z_{\rm thin}(t'))\big)\,dt'.
\]

As the surface advances, \(C\) rises and \(R\) falls. The integral hence lies between \(\tau\) times the present rate on the thin side and \(\tau\) times the present rate on the thick side. After 60 min these bounds are 90 and 107 nm, and direct numerical integration of the moving surface gives 98 nm. After 240 min the difference is 29 nm. An initial difference of 10 µm has shrunk about a hundredfold in the first hour, without any absolute stop. A strong fall in rate is enough.

## Where the fourth power comes from, and where it does not

Dissolving one silicon atom injects four electrons into the silicon, and these go on to reduce water. In heavily p-type material many of them recombine with holes first. If the rate varied as \(n^4\), with \(n\) the electron density, and if \(n\) varied as \(1/p\), with \(p\) the hole density, then \(R\propto p^{-4}\).

This makes the exponent plausible but does not prove it. Four electrons in the overall reaction do not by themselves make the rate proportional to \(n^4\). Nor does \(n\propto1/p\) hold in equilibrium at these concentrations. Let \(\eta\) be the depth of the Fermi level below the valence-band edge, in units of \(kT\). Then

\[
p=N_vF_{1/2}(\eta),\qquad n\propto e^{-\eta},
\]

where \(N_v\) is the effective density of valence-band states and \(F_j(\eta)=\Gamma(j+1)^{-1}\int_0^\infty \varepsilon^j(1+e^{\varepsilon-\eta})^{-1}d\varepsilon\). The gap is held fixed for the moment. Since \(dF_{1/2}/d\eta=F_{-1/2}\),

\[
-\frac{d\ln n^4}{d\ln p}=4\,\frac{d\eta}{d\ln p}
=4\,\frac{F_{1/2}(\eta)}{F_{-1/2}(\eta)}.
\]

At low doping both integrals tend to \(e^\eta\), and the exponent is 4. At \(p=1.5\times10^{20}\) cm⁻³ and 353 K, with a rough hole density-of-states mass equal to the free-electron mass, numerical evaluation gives about 10. Boron also narrows the gap. A rough 20 meV for each factor \(e\) in doping lowers the exponent by \(4\times20/30.4=2.6\), to about 7. At \(5\times10^{19}\) and \(10^{20}\) cm⁻³ the same rough inputs give about 3.5 and 5.5. These values depend strongly on the inputs. A hole mass between 0.81 and 1.15 spreads them over 4.2 to 3.1 at \(5\times10^{19}\), 6.8 to 4.7 at \(10^{20}\) and 9.2 to 6.3 at \(1.5\times10^{20}\) cm⁻³. With the rough inputs above, the equilibrium exponent passes through 4 near \(6\times10^{19}\) cm⁻³ and goes on rising, but this crossing should not be taken as a property of silicon. A slope of about 20 meV is typical of the apparent narrowing, which is fitted with Boltzmann statistics and so already contains the degeneracy. Used that way, it gives an exponent of \(4-2.6=1.4\) at every doping. A steeper true narrowing, roughly 40 to 65 meV for each factor \(e\) in this range, combined with the Fermi integrals gives about 0.6 to 1.5. The equilibrium argument therefore does not single out the exponent 4. Electrons injected by the reaction are not in equilibrium in any case. The exponent 4 belongs to the empirical law and rests on measured rates.

## How far to trust the 14 hours

The parameters describe a plausible KOH process, not a particular bath, and the piercing time is sensitive to them. The extra thickness varies as \(C_0^{-4}\), so a knee 10 % higher shortens it by about a third. If the power 4 in the rate law is replaced by 3.5 or 4.5, with \(a=4\) kept, numerical integration gives 405 or 1765 min. By comparison, 1 K of warming matters little: with a rough activation energy of 0.6 eV it raises \(R_i\) by 5.7 %.

The profile matters too. Boron diffuses faster where it is more concentrated. A drive-in from a fixed dose then gives a flatter top than a Gaussian, whereas a surface held at constant concentration gives a less flat one. A uniform layer 3 µm thick at the same \(C_s\) would add \(3\times625=1875\) µm of equivalent silicon instead of 831 µm.

Real etching also need not be local. An injected electron can diffuse before it recombines. With a rough Auger coefficient of \(10^{-31}\) cm⁶/s, its lifetime at \(C_s\) is \(1/(10^{-31}C_s^2)=0.44\) ns. With a rough diffusivity of 5 cm²/s, it travels about \(\sqrt{5\times0.44\times10^{-9}}\) cm \(=0.47\) µm. Evaluating the doping that far ahead of the surface, and keeping it at \(C_s\) once the front face is reached, lengthens the piercing time by 35 %, to about 1140 min. This is an estimate, not a bound. Letting the diffusion length grow where the doping is lower, and counting one such length along the electron's path, lengthens the time further, to about 1390 min. Averaging the doping over the path with the length held fixed, instead of taking it at the end, brings the 1140 min down to between about 980 and 1080 min, depending on the weighting, which is still above the local value.

Taken one at a time, the largest of these changes move the piercing time by a factor of about two either way; several acting in the same direction would move it further. They do not make it infinite. For a process with a known profile and a rate law measured in its own bath, the design question is how much of the layer the planned overetch will consume, and the integral of \(1/R\) answers it as far as the rate follows the local doping.
